# Static lattice dielectric tensor from mode strengths, and vanishing acoustic terms, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From forces on the ions to the static mode sum

A model crystal with three ions per cell, driven by a uniform field of angular frequency $10^{-5}$ hartree, has a lattice contribution of $3.11$ to the $xx$ element of its dielectric tensor. If the cation charge is raised by $0.1\,e$, a uniform background compensates the excess, and the ions are relaxed again, the same element becomes $-21.9$. A five per cent change of one ionic charge has reversed the sign of the response and made it seven times larger. The cause is the acoustic modes. They drop out of the dielectric response when the Born charges add up to zero, and they dominate it at low frequency when the charges do not.

This appendix derives the static mode sum, proves that neutrality removes the acoustic terms from it, and states what an implementation must respect. The model of the opening paragraph supplies the numbers.

### Conventions and assumptions

Hartree atomic units are used, with $D = E + 4\pi P$. The field $E$ is the total macroscopic field: the cell average of the electric field, which includes the average field made by the crystal's own polarization. It is not the field of external charges alone. The cell has volume $\Omega$ and contains $N$ ions with masses $M_\kappa$, and its shape is held fixed. A crystal that is free to strain can also polarize through its strain, and that part is not contained in the result.

The crystal is an insulator, and its electrons follow the ions adiabatically. The field is weak, and the electronic state is the one reached continuously from the zero-field ground state. At $E = 0$ there is no force on any ion. The displacement $u_{\kappa\gamma}$ of ion $\kappa$ along $\gamma$ is the same in every cell, because a uniform field has the periodicity of the lattice. Ions are treated classically and to leading order in $u$ and $E$, so zero-point motion and thermal anharmonic effects are left out.

The pair $(\kappa,\gamma)$ is often combined into one index $i$, which runs over $3N$ values. Then $u$ is a column of length $3N$, and $M$ is the diagonal matrix in which each mass appears three times.

### The energy function and its derivatives

Let $F(u,E)$ be the electric enthalpy per cell, that is, the internal energy minus $\Omega E\cdot P$, with the electrons relaxed at given $u$ and $E$. Its first derivatives are

$$ \frac{\partial F}{\partial u_i} = -f_i , \qquad \frac{\partial F}{\partial E_\alpha} = -\Omega P^{\rm tot}_\alpha , $$

where $f_i$ is the force on the ion. The relaxed electrons add nothing to these derivatives, because $F$ is stationary with respect to them. To second order,

$$ F = F_0 - \Omega E^T P^{s} + \tfrac12 u^T C u - E^T Z u - \tfrac{\Omega}{2} E^T \chi^\infty E . $$

There is no term linear in $u$, since the forces vanish at zero field. The vector $P^s$ is the polarization that may already be present at $u = 0$ and $E = 0$. It does not respond to the field, and from here on $P$ means the change $P^{\rm tot} - P^s$. The matrix $C$ holds the force constants at $E = 0$, summed over cells because all cells move alike. The matrix $Z$ has 3 rows and $3N$ columns. The tensor $\chi^\infty$ is the electronic susceptibility with the ions clamped.

Differentiation gives the two linear equations on which everything rests:

$$ f = -C u + Z^T E , \qquad P = \frac{1}{\Omega} Z u + \chi^\infty E . \tag{1} $$

The factor $\tfrac12$ in the quadratic terms is cancelled by the two equal contributions of a symmetric form. The same matrix $Z$ appears in both equations because the order of mixed derivatives does not matter:

$$ Z_{\alpha,\kappa\gamma} = Z^*_{\kappa,\alpha\gamma} = \Omega\, \frac{\partial P_\alpha}{\partial u_{\kappa\gamma}}\bigg|_{E=0} = \frac{\partial f_{\kappa\gamma}}{\partial E_\alpha}\bigg|_{u=0} . \tag{2} $$

These are the Born charges. The first index belongs to the polarization or field, the second to the displacement or force. A Born charge tensor need not be symmetric, so a code must keep the order of these indices.

With clamped ions, $u = 0$ and $D = (1 + 4\pi\chi^\infty)E$, which defines $\varepsilon^\infty = 1 + 4\pi\chi^\infty$. The superscript refers to frequencies far above the lattice vibrations and far below electronic excitations. The static tensor $\varepsilon^0$ is defined by the same ratio of $D$ to $E$ after the ions have moved to where $f = 0$.

### Modes and mode charges

The zone-centre dynamical matrix and its real orthonormal eigenvectors are defined by

$$ \mathcal D = M^{-1/2} C M^{-1/2} , \qquad \mathcal D e_m = \omega_m^2 e_m , \qquad e_m^T e_l = \delta_{ml} . $$

Since $C$ is taken at $E = 0$, no macroscopic field accompanies these vibrations. The change of $P$ along one mode follows from equation (1) with $E = 0$ and $u = M^{-1/2} e_m$, which gives $\Omega P = p_m$ with

$$ p_m = Z M^{-1/2} e_m , \qquad p_{m\alpha} = \sum_{\kappa\gamma} \frac{Z^*_{\kappa,\alpha\gamma}\, e_{m,\kappa\gamma}}{\sqrt{M_\kappa}} . \tag{3} $$

This vector is the mode charge, with unit $e/\sqrt{m_e}$. The oscillator strength of the mode is the tensor $S_{m,\alpha\beta} = p_{m\alpha}p_{m\beta}$.

### Acoustic modes are rigid translations

Let $t$ be the translation of all ions along a unit vector $n$, so that $t_{\kappa\gamma} = n_\gamma$. At zero field a translated crystal is still free of forces. Equation (1) with $E = 0$ then gives

$$ C t = 0 . $$

The vector $M^{1/2}t$ is therefore an eigenvector of $\mathcal D$ with eigenvalue zero, because $\mathcal D M^{1/2} t = M^{-1/2} C t = 0$. Its squared length is

$$ t^T M t = \sum_{\kappa\gamma} M_\kappa n_\gamma^2 = \sum_\kappa M_\kappa = M_{\rm tot} . $$

The normalized acoustic eigenvectors are thus

$$ e_{\kappa\gamma} = \sqrt{\frac{M_\kappa}{M_{\rm tot}}}\; n_\gamma . \tag{4} $$

Three orthogonal choices of $n$ give three orthogonal vectors. All other eigenvalues are assumed positive, so these three span the whole null space. The other $3N-3$ modes are called optical.

### The sum of the Born charges

Let $Q$ be the total charge of nuclei and electrons in a cell,

$$ Q = \sum_\kappa Z_\kappa^{\rm nuc} - N_{\rm el} . $$

The sum of the Born charges follows from a balance of forces in a static field $E$, with the nuclei held at $u = 0$. The electrons of an insulator are then in a stationary state. Their mean total momentum does not change, so the net force on them is zero. Forces between electrons cancel in pairs when summed over a cell of a periodic crystal. What remains is the force of the field and the force $F_{e\leftarrow n}$ of the nuclei on the electrons:

$$ -N_{\rm el} E + F_{e\leftarrow n} = 0 \quad\Rightarrow\quad F_{e\leftarrow n} = N_{\rm el} E . $$

By action and reaction the electrons pull on the nuclei with $-N_{\rm el}E$. Forces between nuclei also cancel in the sum. The field itself acts on the nuclei with $\sum_\kappa Z^{\rm nuc}_\kappa E$. The total force on the nuclei of a cell is therefore

$$ \sum_\kappa f_\kappa = \sum_\kappa Z_\kappa^{\rm nuc} E - N_{\rm el} E = Q E . $$

At $u = 0$, equation (1) expresses the same force through the Born charges, $\sum_\kappa f_{\kappa\gamma} = \sum_{\kappa\alpha} Z^*_{\kappa,\alpha\gamma}E_\alpha$. Both expressions hold for every small $E$, and hence

$$ \sum_\kappa Z^*_{\kappa,\alpha\gamma} = Q\,\delta_{\alpha\gamma} . \tag{5} $$

For a neutral cell the sum vanishes, element by element. Through the first form in equation (2), the same statement says that a rigid shift of a neutral crystal carries no net charge and leaves $P$ unchanged.

The proof uses the insulating state at one point: the electrons can be stationary in a static field. A metal would carry a current or screen the field, and equation (5) could not be obtained in this way.

If $Q \ne 0$, a periodic calculation needs a uniform compensating background that stays fixed in space. A uniform background exerts no periodic force on the particles, so equation (5) still holds with $Q$ counting the particles alone. This is the situation in the modified crystal of the opening paragraph.

The acoustic mode charge follows from equations (3) to (5):

$$ p_{{\rm ac},\alpha} = \sum_{\kappa\gamma} \frac{Z^*_{\kappa,\alpha\gamma}}{\sqrt{M_\kappa}} \sqrt{\frac{M_\kappa}{M_{\rm tot}}}\, n_\gamma = \frac{Q\, n_\alpha}{\sqrt{M_{\rm tot}}} . \tag{6} $$

The ionic masses cancel inside the sum, and so the plain sum of the Born charges appears. For $Q = 0$ the acoustic oscillator strength is zero.

### The static sum

A zero strength alone does not settle the matter, because the acoustic term in a sum of $p_m p_m^T/\omega_m^2$ has the form $0/0$. The equilibrium condition has to decide. Setting $f = 0$ in equation (1) gives

$$ C u = Z^T E . \tag{7} $$

Multiply from the left by $t^T$. Since $C$ is symmetric, $t^T C = 0$, and the right side must vanish too:

$$ 0 = t^T Z^T E = (Z t)\cdot E = Q\, n\cdot E . $$

For a charged cell there is no equilibrium in a field along $n$: the crystal accelerates. For a neutral cell the condition holds for every $E$, and a solution exists.

Expand it in modes as $M^{1/2}u = \sum_m a_m e_m$. Because $C = M^{1/2}\mathcal D M^{1/2}$, equation (7) multiplied by $M^{-1/2}$ reads

$$ \sum_m a_m \omega_m^2 e_m = M^{-1/2} Z^T E . $$

Projection on $e_m$ gives, with equation (3),

$$ \omega_m^2 a_m = e_m^T M^{-1/2} Z^T E = p_m\cdot E . \tag{8} $$

For an optical mode, $a_m = p_m\cdot E/\omega_m^2$. For an acoustic mode the equation reads $0 = 0$, and $a_m$ is arbitrary: the crystal may sit anywhere. The polarization does not depend on this choice, because

$$ Z u = Z M^{-1/2}\sum_m a_m e_m = \sum_m a_m p_m , $$

and each arbitrary acoustic amplitude multiplies a zero vector. Only optical modes remain. Inserting their amplitudes in equation (1) gives

$$ P_\alpha = \sum_\beta\Big[\chi^\infty_{\alpha\beta} + \frac1\Omega \sum_{m\,\rm optical} \frac{p_{m\alpha}p_{m\beta}}{\omega_m^2}\Big]E_\beta , $$

and $D = E + 4\pi P$ yields the static dielectric tensor:

$$ \boxed{\; \varepsilon^0_{\alpha\beta} = \varepsilon^\infty_{\alpha\beta} + \frac{4\pi}{\Omega}\sum_{m\,\rm optical}\frac{p_{m\alpha}\,p_{m\beta}}{\omega_m^2} \;} \tag{9} $$

### What the sum implies

For any unit vector $n$, the lattice part of $n\cdot\varepsilon^0 n$ is a sum of squares $(n\cdot p_m)^2$ with positive weights. Ionic relaxation can therefore raise the dielectric constant along a direction or leave it unchanged, but not lower it. A mode with $p_m = 0$ contributes nothing. If a mode with finite $p_m$ softens, its term grows as $1/\omega_m^2$. A negative $\omega_m^2$ means that the reference structure is not an energy minimum, and equation (9) then describes no equilibrium response.

Within a degenerate set, an orthogonal matrix $R$ may mix the eigenvectors, $p'_m = \sum_l R_{lm}p_l$. The summed strength is unaffected, since $\sum_m R_{lm}R_{km} = \delta_{lk}$. Single terms of a degenerate set have no separate meaning.

The simplest case has two ions with isotropic charges $\pm Z^*$ and one force constant $k$ for their relative motion. The normalized optical vector along an axis has components $\sqrt{M_2/M_{\rm tot}}$ and $-\sqrt{M_1/M_{\rm tot}}$. Equation (3) gives

$$ p = Z^*\,\frac{M_2 + M_1}{\sqrt{M_1M_2M_{\rm tot}}} = \frac{Z^*}{\sqrt\mu} , \qquad \mu = \frac{M_1M_2}{M_{\rm tot}} . $$

With $\omega^2 = k/\mu$, the lattice term is $4\pi Z^{*2}/(\Omega k)$, and the masses have disappeared. This is general, because equation (7) contains no mass. For classical harmonic ions in a fixed structure, isotopic substitution can change the individual $\omega_m$ and $p_m$ but not the static sum. In a real crystal, zero-point and thermal motion depend on the masses and can make the static constant depend on the isotope, strongly so near a ferroelectric instability.

## Part 2. Driven response, field conditions and worked numbers

The symbols carried over are these. $C$ is the zone-centre force-constant matrix at zero macroscopic field, $M$ the mass matrix, and $Z$ the $3\times 3N$ matrix of Born charges. The eigenvectors $e_m$ and squared frequencies $\omega_m^2$ belong to $\mathcal D = M^{-1/2}CM^{-1/2}$, and $p_m = ZM^{-1/2}e_m$ is the mode charge. The linear equations are $f = -Cu + Z^TE$ and $P = Zu/\Omega + \chi^\infty E$. The Born charges sum to the cell charge $Q$ times the unit tensor, acoustic modes have $p = Qn/\sqrt{M_{\rm tot}}$, and for $Q = 0$ the static tensor is the optical sum (9).

For a neutral insulating crystal, the static dielectric tensor is the clamped-ion tensor plus a sum over optical modes alone, because the acoustic mode charges vanish. What remains is the response at finite frequency, which explains the opening numbers, followed by the treatment of residual charge, the choice of zero-field frequencies and a numerical check on the model.
